# Power laws for d-electron hopping and bandwidth in muffin-tin theory, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Harrison's tight-binding rules make d–d hopping go as $r_d^3/d^5$, p–d hopping as $r_d^{3/2}/d^{7/2}$, and the d bandwidth as the inverse fifth power of the atomic radius. Atomic orbitals decay exponentially. Why should a power law appear at all?

**A.** The power law belongs to a d level that lies close to the potential between the atoms; a deeply bound, core-like d level keeps its exponential tail. The muffin-tin model takes spherical, non-overlapping wells $v(r)$ that vanish beyond a radius $s$, and its central assumption is that the kinetic energy between the wells is negligible, so the wave function there obeys Laplace's equation. This amounts to solving
$$(T+v)\psi=E\,w\,\psi ,$$
with $T=-\hbar^2\nabla^2/2m$ and a weight $w$ equal to 1 inside the spheres and 0 outside. The derivation of the hopping integral uses only the short range of $v$ and $w$. Outside one well the radial Laplace equation has the solutions $r^{l}$ and $r^{-l-1}$, so the solution regular at the origin continues as
$$R_l(E,r)=a_l(E)\,r^{-l-1}+b_l(E)\,r^{l}.$$
The band centre $C_l$ is the energy at which $b_l=0$. There the orbital has the pure tail $A_l r^{-l-1}$, normalised by $\int wR_l^2r^2dr=1$ and signed so that $A_l>0$. The power laws come from these tails.

**Q.** A tail amplitude is not a matrix element. How does the interior of the well drop out?

**A.** Through one identity. Let $f$ and $g$ solve the radial equation for the same $l$ with effective potentials $u_f$ and $u_g$, meaning $\frac{\hbar^2}{2m}\left[(r^2f')'-l(l+1)f\right]=r^2u_ff$. Multiply the $g$ equation by $f$ and the $f$ equation by $g$, subtract so that the centrifugal terms cancel, and integrate from 0 to $s$:
$$\frac{\hbar^2}{2m}s^2\,(fg'-gf')\Big|_s=\int_0^s(u_g-u_f)\,fg\,r^2dr .$$

First take $f=r^l$, which has $u_f=0$, and $g=R_l(C_l)$, which has $u_g=v-C_lw$. The boundary term is $s^2A_l\left[-(l+1)-l\right]s^{-2}$, so
$$\int (v-C_lw)\,R_l\,r^{l+2}dr=-(2l+1)\frac{\hbar^2}{2m}A_l. \tag{1}$$

Next take $f=R_l(C_l)$ and $g=R_l(E)$, so that $u_g-u_f=-(E-C_l)w$. The $a_l$ part of $g$ is proportional to $f$ and drops out of the boundary term, and the $b_l$ part gives $A_lb_l\left[l+(l+1)\right]$. To first order in $E-C_l$ the integral is the unit norm, so
$$b_l(E)=-\frac{E-C_l}{(2l+1)(\hbar^2/2m)A_l}. \tag{2}$$

The numerical check tests both with Gaussian wells, $v=-\lambda w$, $w=e^{-r^2/\sigma^2}$, in units $\hbar=m=\sigma=1$, the depth being tuned so that $C_l=0$. For $l=2$ the depth is 13.45054 and $A=3.92724$. The integral in (1) comes out as $-9.81810$, which is $-\tfrac52A$, and the finite-difference slope of $b$ is $-0.101853$, which is $-2/(5A)$. For $l=1$, $A=2.61335$, the integral is $-3.92003$ and the slope $-0.255100$.

**Q.** You still have to express one atom's tail about the other atom. I want the signs.

**A.** Put orbital $l$ at the origin and orbital $l'$ at $+d\,\hat z$, and use $P_l^m$ without the Condon–Shortley phase, $P_l^m=\sin^m\theta\;d^mP_l/dx^m$ with $x=\cos\theta$ and $m\ge0$. The function $r^{-l-1}P_l^me^{im\varphi}$ is harmonic in the ball $r'<d$ about the second site and keeps its azimuthal factor, so it equals $\sum_{l'}\beta_{l'}r'^{\,l'}P_{l'}^m(\cos\theta')e^{im\varphi}$. The $\beta_{l'}$ follow from the leading behaviour near the axis, where $\rho$, the distance from the axis, is small.

That needs $c_{lm}=d^mP_l/dx^m$ at $x=1$. Rodrigues' formula makes it $(2^ll!)^{-1}$ times the $(l+m)$-th derivative of $(x-1)^l(x+1)^l$. At $x=1$ only the Leibniz term with exactly $l$ derivatives on $(x-1)^l$ survives, and it equals $\binom{l+m}{l}\,l!\,\frac{l!}{(l-m)!}2^{l-m}$. Hence $c_{lm}=(l+m)!/[2^mm!\,(l-m)!]$.

Near the axis $\sin\theta\to\rho/z$ with $z=d+z'$, so the coefficients of $\rho^m$ give
$$c_{lm}(d+z')^{-(l+m+1)}=\sum_{l'}\beta_{l'}c_{l'm}\,z'^{\,l'-m}.$$
The binomial series of the left side has, at the power $n=l'-m$, the coefficient $(-1)^{l'-m}\frac{(l+l')!}{(l+m)!\,(l'-m)!}d^{-(l+l'+1)}$. Multiplying by $c_{lm}/c_{l'm}=\frac{(l+m)!\,(l'-m)!}{(l-m)!\,(l'+m)!}$ leaves
$$\beta_{l'}=(-1)^{l'+m}\frac{(l+l')!}{(l-m)!\,(l'+m)!}\,d^{-(l+l'+1)} .$$
Normalised harmonics carry the factor $N_{lm}\propto[(2l+1)(l-m)!/(l+m)!]^{1/2}$, with the same extra constant on both sides for the real $\cos m\varphi$ and $\sin m\varphi$ forms. Multiplying by $N_{lm}/N_{l'm}$ gives $r^{-l-1}Y_{lm}=\sum_{l'}B_{ll'm}r'^{\,l'}Y_{l'm}$ with
$$B_{ll'm}=\frac{(-1)^{l'+m}(l+l')!\,\sqrt{(2l+1)/(2l'+1)}}{\sqrt{(l+m)!\,(l-m)!\,(l'+m)!\,(l'-m)!}}\;\frac{1}{d^{\,l+l'+1}}. \tag{3}$$

**Q.** And the hopping integral?

**A.** Inside sphere $j$ write $\psi=\sum_Lc_{jL}R_l(E)Y_L$ with $L=(l,m)$. For a finite cluster, $\psi$ outside all spheres is harmonic and decays, so it is the sum of the tails $c_{iL}a_lr_i^{-l-1}Y_L$ of all sites. At sphere $j$ its own tail matches the $a$ part of $R$, and the tails of the other sites must supply the $b$ part: $c_{jL'}b_{l'}(E)=\sum c_{iL}a_l(E)B$. Keep only the channels with $E$ near their centre, set $a_l\approx A_l$ and insert (2). The result is an ordinary tight-binding equation, $(E-C_{l'})c_{jL'}=\sum V c_{iL}$, with $V=-(2l'+1)\frac{\hbar^2}{2m}A_lA_{l'}B$, or
$$V_{ll'm}=(-1)^{l'+m+1}\frac{\hbar^2}{2m}\frac{\sqrt{(2l+1)(2l'+1)}\,(l+l')!}{\sqrt{(l+m)!\,(l-m)!\,(l'+m)!\,(l'-m)!}}\frac{A_lA_{l'}}{d^{\,l+l'+1}}. \tag{4}$$
The matrix is symmetric. The reverse hop has the sign $(-1)^{l+m+1}$ times $(-1)^{l+l'}$ from the reversed bond, which is $(-1)^{l'+m+1}$ again.

A second route needs no linearisation. If both orbitals solve their wells at zero energy, then $(T+v_1+v_2)\phi_1=v_2\phi_1$, so the matrix element is $\langle\phi_2|v_2|\phi_1\rangle$. Inside well 2, (3) gives $\phi_1$ the component $A_lB\,r'^{\,l'}Y_{l'm}$, and (1) does the radial integral, reproducing (4) exactly.

In units of $\hbar^2A_lA_{l'}/(m\,d^{\,l+l'+1})$ the factors are these.

- d–d: the prefactor is $\tfrac12\cdot5\cdot24=60$, the root in the denominator is $2!\,2!=4$, $3!\,1!=6$, $4!\,0!=24$ for $m=0,1,2$, and the result is $-15,\;+10,\;-\tfrac52$.
- p–d: the prefactor is $\tfrac12\sqrt{15}\cdot6$, the root is $\sqrt{4}$ and $\sqrt{12}$, and the result is $-\tfrac{3\sqrt{15}}2,\;+\tfrac{3\sqrt5}2$.
- p–p: the prefactor is $\tfrac12\cdot3\cdot2=3$, the root is 1 and 2, and the result is $+3,\;-\tfrac32$.

Two-dimensional quadrature of $\langle\phi_2|v_2|\phi_1\rangle$ with the numerical orbitals gives $-15.00000$, $10.00000$, $-2.50000$ for d–d, $-5.80948$, $3.35410$ for p–d (with both signs reversed for d–p) and $3.00000$, $-1.50000$ for p–p.

**Q.** I see $d^{-5}$, but no $r_d$.

**A.** The norm gives $R^2$ the dimension (length)$^{-3}$, so $A_l^2$ has dimension (length)$^{2l-1}$, and $r_l$ is the length that names it. Harrison's convention is
$$A_l^2=\frac{[(2l-1)!!]^2}{3\pi}\,r_l^{2l-1},\qquad A_d^2=\frac{3r_d^3}{\pi},\qquad A_p^2=\frac{r_p}{3\pi}.$$
The numerical factor is a choice, and only the product $\eta\,r_d^3$ has content. Since $A_pA_d=(r_pr_d^3)^{1/2}/\pi$,
$$V_{ddm}=\eta_{ddm}\frac{\hbar^2r_d^3}{md^5},\quad \eta_{dd}=\frac{15}{2\pi}(-6,\,4,\,-1);\qquad V_{pdm}=\eta_{pdm}\frac{\hbar^2(r_pr_d^3)^{1/2}}{md^4},\quad\eta_{pd}=\frac{(-3\sqrt{15},\,3\sqrt5)}{2\pi},$$
and $V_{ppm}=\eta_{ppm}\hbar^2r_p/(md^3)$ with $\eta_{pp}=(1,-\tfrac12)/\pi$. The cube of $r_d$ is the square of the tail amplitude, one factor for leaving an atom and one for entering the next.

**Q.** You dropped every channel that is not near its centre. Is the level splitting of a real pair of wells still $2|V|$?

**A.** At leading order in $1/d$, provided the two levels are aligned. In a symmetric pair they are aligned by symmetry. In a p–d$\sigma$ pair, equal centres $C_p=C_d$ are not enough: the p tail scatters off the s channel of the d atom and returns, which raises the p level by $\tfrac32\alpha_2(\hbar^2/m)A_p^2/d^4$, with $\alpha_2$ the s scattering length of the d atom, defined below. This shift has the same power of $d$ as $V_{pd}$ itself, so $2|V|$ is the smallest gap found as the p level is moved through the d level. The slowest correction to the splitting of aligned levels runs through the s channels of both sites, because the s–s coupling falls only as $1/d$. Let $\alpha_1,\alpha_2$ be the s scattering lengths, defined by $a_0=-\alpha b_0$, and work in units $\hbar=m=1$. A d$\sigma$ tail from site 1 gives site 2 the s amplitude $b=A_dB_{200}=\sqrt5A_d/d^3$. Site 2 emits $-\alpha_2b/r$, which reaches site 1 as $-\alpha_2b/d$, and site 1 emits the amplitude $\alpha_1\alpha_2b/d$. Repeated bounces multiply this by the geometric sum $(1-\alpha_1\alpha_2/d^2)^{-1}$. The emitted s tail enters the d orbital on site 2 with $-\tfrac52A_dB_{020}=-\tfrac52A_d/(\sqrt5d^3)$. The extra coupling is $-\tfrac52A_d^2\alpha^2d^{-7}(1-\alpha^2/d^2)^{-1}$ for equal wells, and dividing by $-15A_d^2/d^5$ gives the factor $1+\alpha^2/[6(d^2-\alpha^2)]$. For p–d the first step is $B_{100}=\sqrt3/d^2$, the extra coupling is $-\tfrac{\sqrt{15}}2A_pA_d\alpha_1\alpha_2d^{-6}$ with the same geometric sum, and the factor is $1+\alpha_1\alpha_2/[3(d^2-\alpha_1\alpha_2)]$. The $\pi$ and $\delta$ sectors contain no s channel. A single scattering off the neighbour and back shifts both levels of a symmetric pair equally and leaves the splitting alone.

The program solves the two-well problem variationally in a Gaussian basis that makes no use of (3). It takes half the gap, minimised over the p depth in the p–d case, and reads the sign from the eigenvector. The ratio to (4) is 1.0000 for $\pi$ and $\delta$ at $d=9$ and 13. For dd$\sigma$ it is 1.0061 and 1.0030, against predicted factors 1.0072 and 1.0034 ($\alpha=1.8289$). For pd$\sigma$ it is 1.0043 and 1.0021, against 1.0049 and 1.0023 ($\alpha_1=0.6358$). The s chain therefore has the right sign and slightly overshoots. These $\sigma$ ratios are limited by the Gaussian basis: solving the matching equations with all channels gives 1.0063 and 1.0032 for dd$\sigma$ and 1.0044 and 1.0022 for pd$\sigma$, higher by 0.0001 to 0.0002, which at $d=13$ is about half of the gap. Most of the rest comes from scattering in channels other than s with $l\le3$. Its tolerance is $60/d^4$, and only for dd$\sigma$ at $d=13$ is that clearly tight enough to require the correction. The exponents taken from the gaps are 5.000 (dd$\delta$) and 4.000 (pd$\pi$).

**Q.** Then you have derived $d^{-4}$ for p–d, and your own test confirms it. Is $d^{-7/2}$ wrong?

**A.** It is not a consequence of muffin-tin theory alone. For a p orbital with fixed $r_p$ the law is $d^{-4}$. The power $7/2$ needs the further assumption that the p state is free-electron-like. Such a state has no length of its own, so $r_p$ must be proportional to the size of the region it fills.

The constant follows from an empty sphere of the Wigner–Seitz radius $S$, defined by $4\pi S^3/3=\Omega$, the volume per atom. Inside, $R=j_l(kr)$ with $E=\hbar^2k^2/2m$. Matching at $S$ and eliminating $a$ gives $(2l+1)S^lb=SR'+(l+1)R=x\,j_{l-1}(x)$ with $x=kS$, by the recurrence $xj_l'+(l+1)j_l=xj_{l-1}$. The centre is at a zero of $j_{l-1}$, which for p is $x=\pi$. There $a=j_lS^{l+1}$, and $j_{l-1}'=(l-1)j_{l-1}/x-j_l=-j_l$. With $dx/dE=mS^2/(\hbar^2x)$,
$$\frac{db}{dE}=-\frac{mS^2}{\hbar^2}\frac{j_l}{(2l+1)S^l}.$$
For an unnormalised function of norm $N$, (2) reads $(2l+1)\frac{\hbar^2}{2m}a\,db/dE=-N$, so $N=\tfrac12j_l^2S^3$ and
$$A_l^2=\frac{a^2}{N}=2S^{2l-1}.$$
Quadrature of the norm gives 2.000000 for $l=1$ and $l=2$. Thus $A_p^2=2S$ and $r_p=3\pi A_p^2=6\pi S$. Inserting $r_p^{1/2}=(6\pi S/d)^{1/2}d^{1/2}$,
$$V_{pdm}=\eta'_{pdm}\frac{\hbar^2r_d^{3/2}}{m\,d^{7/2}},\qquad\eta'_{pdm}=\eta_{pdm}\sqrt{6\pi S/d}. \tag{5}$$
In a given structure $S/d$ is fixed, so the exponent is $4-\tfrac12$. Equivalently, (4) factorises into $A_pA_d$, so $V_{pd}$ is proportional to the geometric mean of $V_{pp}\propto d^{-2}$ and $V_{dd}\propto d^{-5}$.

The dimer tests the exponent. In the model a well $-\lambda w$ only shifts $E$ inside the weight, so the Gaussian p well is a soft-edged empty sphere. When its width is scaled by the same factor as $d$, and its depth by the inverse square to keep the levels aligned, the pd$\pi$ exponent is 3.500.

**Q.** An $r_p$ of $6\pi S$ is far larger than the bond length. Why trust it?

The hopping integrals now follow from the tails of the orbitals, as $d^{-5}$ for d–d and $d^{-4}$ for p–d at fixed $r_p$, with $d^{-7/2}$ requiring a free-electron-like p state. It remains to see how far the empty-sphere value of $r_p$ can be trusted, and to treat the fifth-power law for the d bandwidth, its limits and numerical examples.

All numerical values are calculated from the stated model.
